# How large can the dissymmetry factor of a chiral line be?

**Question.** A sample of randomly oriented chiral molecules absorbs left and right circularly polarized light at slightly different rates. The relative difference on one line is often written $g=4R/D$, with $R$ the rotational strength and $D$ the dipole strength. How large can $g$ be, how large is it for an ordinary allowed band, and what must a line be like for $g$ to come near unity?

**Answer.** The size of $g$ follows from the ratio of the magnetic to the electric transition moment and from their relative orientation, but the existence of an upper limit depends on what is counted in $D$. It is therefore best to start from the measured quantity,

$$g=\frac{2(W_L-W_R)}{W_L+W_R},$$

where $W_L$ and $W_R$ are orientation-averaged absorption rates at equal intensity. Left circular light is taken to have positive helicity.

## The absorption amplitude

Gaussian units are used. The electron has charge $-e$ and mass $m_e$, the light has direction $\hat n$, wave number $k=\omega/c$ and vector potential proportional to $\boldsymbol\epsilon\,e^{ik\hat n\cdot\mathbf r}$, with $\boldsymbol\epsilon\cdot\hat n=0$. The light is weak, the potentials in the molecule are local, and local-field corrections from the medium are omitted. For a transition $0\to f$ of energy $\hbar\omega$, the coupling per unit amplitude is

$$V_{f0}=\frac{e}{m_ec}\langle f|e^{ik\hat n\cdot\mathbf r}\,\boldsymbol\epsilon\cdot\mathbf p|0\rangle ,$$

with a sum over electrons understood. The molecule is small compared with the wavelength, so $e^{ik\hat n\cdot\mathbf r}\approx1+ik\hat n\cdot\mathbf r$.

In the first term, the commutator of $\mathbf r$ with the Hamiltonian gives $\mathbf p_{f0}=im_e\omega\,\mathbf r_{f0}$. With $\boldsymbol\mu=-e\mathbf r_{f0}$ this term is $-ik\,\boldsymbol\epsilon\cdot\boldsymbol\mu$.

The second term contains $(\hat n\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf p)$, which is split into two halves:

$$\tfrac12\big[(\hat n\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf p)-(\boldsymbol\epsilon\cdot\mathbf r)(\hat n\cdot\mathbf p)\big]+\tfrac12\big[(\hat n\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf p)+(\boldsymbol\epsilon\cdot\mathbf r)(\hat n\cdot\mathbf p)\big].$$

The first half equals $\frac12(\hat n\times\boldsymbol\epsilon)\cdot\mathbf L$. With the magnetic transition moment $\mathbf m=-(e/2m_ec)\mathbf L_{f0}$ it contributes $-ik(\hat n\times\boldsymbol\epsilon)\cdot\mathbf m$. Electron spin, if it matters, adds to $\mathbf m$ in the same place.

The second half is $\frac{m_e}{2}\frac{d}{dt}[(\boldsymbol\epsilon\cdot\mathbf r)(\hat n\cdot\mathbf r)]$, whose matrix element is $\frac{im_e\omega}{2}[(\boldsymbol\epsilon\cdot\mathbf r)(\hat n\cdot\mathbf r)]_{f0}$. It contributes $-\frac{ek^2}{2}[(\boldsymbol\epsilon\cdot\mathbf r)(\hat n\cdot\mathbf r)]_{f0}$. Taking out the common factor, $V_{f0}=-ikA$ with

$$A=\boldsymbol\epsilon\cdot\boldsymbol\mu+(\hat n\times\boldsymbol\epsilon)\cdot\mathbf m+i\,\boldsymbol\epsilon\cdot S\cdot\hat n,\qquad
S_{ab}=-\frac{ek}{2}\Big(r_ar_b-\tfrac13r^2\delta_{ab}\Big)_{f0}.$$

The trace could be removed because $\boldsymbol\epsilon\cdot\hat n=0$. All three quantities have the dimension of an electric dipole, so their sizes can be compared directly.

## Circular light and the orientation average

Let $\mathbf e_1\times\mathbf e_2=\hat n$ and $\boldsymbol\epsilon_\pm=(\mathbf e_1\pm i\mathbf e_2)/\sqrt2$, the upper sign being left circular. Since $\hat n\times\mathbf e_1=\mathbf e_2$ and $\hat n\times\mathbf e_2=-\mathbf e_1$,

$$\hat n\times\boldsymbol\epsilon_\pm=\frac{\mathbf e_2\mp i\mathbf e_1}{\sqrt2}=\mp i\,\boldsymbol\epsilon_\pm .$$

The dipole part of the amplitude is then $\boldsymbol\epsilon_\pm\cdot(\boldsymbol\mu\mp i\mathbf m)$. The two moments act as a single complex vector, and the handedness of the light decides the sign with which they combine.

Three averages over molecular orientation are needed.

- For a complex vector $\mathbf a$, $\langle a_aa_b^*\rangle=\frac13|\mathbf a|^2\delta_{ab}$, so $\langle|\boldsymbol\epsilon\cdot\mathbf a|^2\rangle=|\mathbf a|^2/3$.
- For the symmetric traceless $S$, the average must have the form $\langle S_{ab}S^*_{cd}\rangle=C(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}-\frac23\delta_{ab}\delta_{cd})$. Setting $c=a$, $d=b$ and summing gives $\Sigma\equiv\sum_{ab}|S_{ab}|^2=C(9+3-2)=10C$. Contracting instead with $\epsilon_a\hat n_b\epsilon_c^*\hat n_d$ leaves only the first term, so $\langle|\boldsymbol\epsilon\cdot S\cdot\hat n|^2\rangle=\Sigma/10$.
- The cross average $\langle a_aS^*_{bc}\rangle$ must be proportional to the antisymmetric tensor, while $S$ is symmetric in $b,c$. It vanishes.

Define $R=\mathrm{Im}(\boldsymbol\mu^*\cdot\mathbf m)$. Because $\mathrm{Re}(\mp iz)=\pm\mathrm{Im}\,z$,

$$|\boldsymbol\mu\mp i\mathbf m|^2=|\boldsymbol\mu|^2+|\mathbf m|^2\pm2R,$$

and, apart from a common factor,

$$W_{L,R}=\frac{|\boldsymbol\mu|^2+|\mathbf m|^2\pm2R}{3}+\frac{\Sigma}{10}.$$

The difference is $4R/3$ and the sum is $\frac23\big(|\boldsymbol\mu|^2+|\mathbf m|^2+\frac3{10}\Sigma\big)$. Therefore

$$g=\frac{4R}{D},\qquad D=|\boldsymbol\mu|^2+|\mathbf m|^2+\tfrac{3}{10}\Sigma .$$

These averaged rates were tested against numerical quadrature over light directions for random complex $\boldsymbol\mu$, $\mathbf m$ and $S$.

## The upper limit

The Cauchy–Schwarz inequality gives $|R|\le|\boldsymbol\mu||\mathbf m|$, so

$$D-2|R|\ \ge\ (|\boldsymbol\mu|-|\mathbf m|)^2+\tfrac3{10}\Sigma\ \ge0,$$

which is $|g|\le2$. The physical content is that neither rate can be negative: at $g=2$ the line does not absorb right circular light at all. Equality requires $\Sigma=0$ and $\boldsymbol\mu\mp i\mathbf m=0$ for one sign, that is $\mathbf m=i\boldsymbol\mu$ for $g=2$ and $\mathbf m=-i\boldsymbol\mu$ for $g=-2$. A numerical maximization of $g$ over $\mathbf m$ at fixed $\boldsymbol\mu$ reached 2.000000 at the first of these conditions. For a degenerate level, $R$ and $D$ are summed over components, and the limit survives because each component obeys $|R_i|\le D_i/2$.

The limit belongs to the total strength $D$. If $D$ is replaced by the electric part $|\boldsymbol\mu|^2$, the ratio for parallel moments becomes $4|\mathbf m|/|\boldsymbol\mu|$, which has no upper bound. At $|\mathbf m|/|\boldsymbol\mu|=0.01$ the two definitions both give 0.0400. At a ratio of 10, the electric-only expression gives 40, while the true $g$ is 0.396. The electric-only form is thus a good approximation for allowed bands and fails once $|\mathbf m|$ is comparable with $|\boldsymbol\mu|$ or larger.

The expansion of the amplitude stopped at first order in $k$, whereas $|\mathbf m|^2$ and $\Sigma$ are of second order. For an allowed band, interference of $\boldsymbol\mu$ with omitted second-order amplitudes is of the same order as these terms, but all of them are negligible beside $|\boldsymbol\mu|^2$. When $|\boldsymbol\mu|$ is itself as small as $|\mathbf m|$, that interference is of third order. The leading-order $g$ is sound in both regimes, in the second up to an absolute correction of the order of $k$ times the molecular size.

## The condition for $|g|\ge1$

Let $r=|\mathbf m|/|\boldsymbol\mu|$ and write $R=|\boldsymbol\mu||\mathbf m|\cos\theta$, which defines $\cos\theta$. Without the quadrupole term,

$$g=\frac{4r\cos\theta}{1+r^2}.$$

This is unchanged in size when $r\to1/r$. It grows as $4r\cos\theta$ for small $r$ and falls as $4\cos\theta/r$ for large $r$. The requirement $|g|\ge1$ reads $r^2-4r|\cos\theta|+1\le0$, or

$$2|\cos\theta|-\sqrt{4\cos^2\theta-1}\ \le r\le\ 2|\cos\theta|+\sqrt{4\cos^2\theta-1}.$$

It can be met only if $|\cos\theta|\ge\frac12$. The widest window, at $|\cos\theta|=1$, is $2-\sqrt3\le r\le2+\sqrt3$, or $0.268\le r\le3.73$. Quadrupole absorption increases $D$ without changing $R$, so it can only narrow the window.

A large $g$ therefore needs two moments of comparable size and suitable alignment. Weak electric absorption alone does not suffice: if $\boldsymbol\mu$ is made ever smaller at fixed $\mathbf m$, the line becomes purely magnetic and the leading-order $g$ returns to zero. The omitted amplitudes can leave a small remainder, of the order of $k$ times the molecular size.

## Atomic scales

The natural unit of $|\boldsymbol\mu|$ is $ea_0$, with $a_0=\hbar^2/m_ee^2$. Valence electrons have orbital angular momenta of order $\hbar$, so the natural unit of $|\mathbf m|$ is the Bohr magneton. With $\alpha=e^2/\hbar c$,

$$\mu_B=\frac{e\hbar}{2m_ec}=\frac12\,\frac{e^2}{\hbar c}\,e\,\frac{\hbar^2}{m_ee^2}=\frac{\alpha}{2}\,ea_0=3.65\times10^{-3}\,ea_0 .$$

For an allowed band $r\ll1$, hence

$$g\approx4r\cos\theta=2\alpha\;\frac{|\mathbf m|}{\mu_B}\;\frac{ea_0}{|\boldsymbol\mu|}\;\cos\theta,\qquad 2\alpha=1.46\times10^{-2}.$$

A strong band with $|\boldsymbol\mu|=2\,ea_0$, $|\mathbf m|=0.5\,\mu_B$ and $\cos\theta=0.5$ has

$$g\approx1.46\times10^{-2}\times0.5\times0.5\times0.5=1.8\times10^{-3}.$$

A strong band with moments of this size thus has $g$ of order $10^{-3}$. This is an estimate, not a theorem: the scale $2\alpha$ is no bound, although the check's output labels it a "ceiling scale" and its header speaks of "reduction factors", and a moderately weak band with $|\boldsymbol\mu|$ well below $ea_0$ can exceed it.

For the opposite case take $|\mathbf m|=\mu_B$, a magnetic-dipole-allowed line. Then $|g|\ge1$ requires

$$|\boldsymbol\mu|\le3.73\,\mu_B=0.0136\,ea_0\ (0.035\ \text{debye}),$$

and also $|\boldsymbol\mu|\ge0.268\,\mu_B=0.00098\,ea_0$. At $\hbar\omega=4.0$ eV the upper value corresponds to an electric oscillator strength

$$\frac23\,\frac{\hbar\omega}{E_h}\,\frac{|\boldsymbol\mu|^2}{(ea_0)^2}=1.8\times10^{-5},$$

where $E_h$ is the hartree energy. Compared with the band of $2\,ea_0$, the electric moment is about 150 times smaller and the electric strength about $2\times10^4$ times smaller.

If the magnetic moment is also suppressed, the window moves down with it. Large $g$ then also requires a weak quadrupole term: for parallel moments the largest possible $|g|$ is $2/\sqrt{1+0.3\,\Sigma/|\mathbf m|^2}$, which reaches 1 only if $\Sigma\le10|\mathbf m|^2$. The whole line is also fainter still. In this sense large dissymmetry belongs to lines that are magnetic-dipole allowed and electric-dipole weak: for magnetic moments of the order of a Bohr magneton or less, the second property is required by the inequality, while the first helps to keep the line visible.

## A model that covers both regimes

Consider two identical electric oscillators at $\mp\frac d2\hat z$, with real transition dipoles $\boldsymbol\mu_1$ and $\boldsymbol\mu_2$ of length $\mu_0$, both perpendicular to $\hat z$. The twist from the first to the second is $\phi$, counterclockwise about $\hat z$. The excited states are the combinations $(1,\pm1)/\sqrt2$. The magnetic and quadrupole moments of each oscillator about its own centre are neglected, and the same $k$ is used for both lines.

With $x$ along the bisector,

$$\boldsymbol\mu_{1,2}=\mu_0\big(\cos\tfrac\phi2\,\hat x\mp\sin\tfrac\phi2\,\hat y\big).$$

An oscillator at $\mathbf R_j$ has orbital angular momentum $\mathbf R_j\times\mathbf p_j$. Using $\mathbf p_{f0}=im_e\omega\mathbf r_{f0}$ again, it contributes $\frac{ik}2\mathbf R_j\times\boldsymbol\mu_j$ to the magnetic moment. For the out-of-phase state,

$$\boldsymbol\mu=\frac{\boldsymbol\mu_1-\boldsymbol\mu_2}{\sqrt2}=-\sqrt2\,\mu_0\sin\tfrac\phi2\,\hat y,$$

$$\mathbf m=\frac{ik}{2}\,\hat z\times\mathbf v,\qquad \mathbf v=-\frac d2\,\frac{\boldsymbol\mu_1+\boldsymbol\mu_2}{\sqrt2}=-\frac{d}{\sqrt2}\,\mu_0\cos\tfrac\phi2\,\hat x .$$

Since $\hat z\times\hat x=\hat y$, $\mathbf m=-i\frac{kd}{4}\sqrt2\,\mu_0\cos\frac\phi2\,\hat y$. The moments are parallel, $R$ is positive for $0<\phi<\pi$, and

$$r=\frac{kd}{4}\cot\frac\phi2 .$$

The quadrupole amplitude is $S_{ab}=\frac k2(v_a\hat z_b+\hat z_av_b)$, so $\Sigma=\frac{k^2}{4}\,2|\mathbf v|^2=2|\mathbf m|^2$. It adds $0.6|\mathbf m|^2$ to $D$, and

$$g=\frac{4r}{1+1.6\,r^2}.$$

The in-phase state follows in the same way. It has $\boldsymbol\mu=\sqrt2\mu_0\cos\frac\phi2\,\hat x$ and $\mathbf m=-i\frac{kd}4\sqrt2\mu_0\sin\frac\phi2\,\hat x$, hence $r=\frac{kd}4\tan\frac\phi2$ and the opposite sign of $g$. Both formulas were tested against an orientation average that keeps the full phases $e^{ik\hat n\cdot\mathbf R_j}$.

Take $d=0.4$ nm, a wavelength of 400 nm and $\mu_0=2\,ea_0$. Then $kd=2\pi\times0.4/400=6.28\times10^{-3}$. At a twist of $90^\circ$ both lines are electrically allowed and $g=\pm kd=\pm6.3\times10^{-3}$. Here the small number is the phase change of the light across the molecule.

When the twist is reduced, the electric dipoles of the out-of-phase state nearly cancel while the magnetic moment stays. Setting the derivative of $g$ to zero gives $1.6r^2=1$, so the largest value is $2/\sqrt{1.6}=1.58$. It stays below 2 because the same displaced charges also absorb through the quadrupole. It occurs at

$$\tan\frac\phi2=\sqrt{1.6}\,\frac{kd}{4}=1.99\times10^{-3},\qquad\phi=0.23^\circ,$$

where $|\boldsymbol\mu|=0.0056\,ea_0$ and $|\mathbf m|=0.0044\,ea_0=1.2\,\mu_B$. This is the magnetic-allowed, electric-weak line described above. Its in-phase partner, which carries nearly all the electric strength, has $g=-1.2\times10^{-5}$. For still smaller twist $r\to\infty$ and $g\approx2.5/r\to0$, as it must when the pair becomes achiral.

The two lines have equal and opposite $R$, and at this twist the partner absorbs about $1.3\times10^5$ times more strongly, so the large $g$ is seen only if the weak line is spectrally resolved; for fully overlapping lines the net signal cancels. The required twist is so small that the neglected moments of each oscillator, or vibrations that change the twist, could easily alter the result. The model shows how a large $g$ arises, not that it is easy to obtain.

## A computed molecule

Hydrogen peroxide was treated by time-dependent Hartree–Fock in the aug-cc-pVDZ basis, at a chosen geometry with OO 1.45 Å, OH 0.97 Å, OOH angle $100^\circ$ and dihedral angle $-112^\circ$ (the M form; for the mirror image at $+112^\circ$ every $R$, $\cos\theta$ and $g$ changes sign). Electron correlation beyond this level, vibrations, solvent and the quadrupole part of $D$ are left out. Electric moments were taken from matrix elements of $\mathbf p$, which makes $R$ independent of the origin. The values of $|\mathbf m|$ refer to the midpoint of the OO bond.

The lowest line, at 6.59 eV, has $|\boldsymbol\mu|=0.118\,ea_0$, $|\mathbf m|=0.215\,\mu_B$ and $\cos\theta=1.000$. The estimate formula gives

$$g\approx1.46\times10^{-2}\times\frac{0.215}{0.118}=2.7\times10^{-2}.$$

These digits are not converged. Matrix elements of $\mathbf r$ in the same basis give $|\boldsymbol\mu|=0.094\,ea_0$ and $g=3.3\times10^{-2}$, and the larger aug-cc-pVTZ basis gives 6.67 eV, $|\boldsymbol\mu|=0.098\,ea_0$ and $g=3.2\times10^{-2}$, so $g\approx3\times10^{-2}$ is what can be trusted. The alignment is a consequence of symmetry: for a state symmetric under the twofold rotation, both moments must lie along the axis. The strongest of the 40 lowest states, at 11.27 eV, has $|\boldsymbol\mu|=1.13\,ea_0$, but $g$ is only $-4.8\times10^{-5}$. With the origin at the OO midpoint its moments are nearly perpendicular, $\cos\theta=-0.008$. The angle and $|\mathbf m|$ each depend on this choice of origin. The component of $\mathbf m$ along $\boldsymbol\mu$ does not, and here its size is only $0.004\,\mu_B$. Such a near cancellation is sensitive to geometry and basis. This $g$ changes sign when the size of the dihedral angle goes from $112^\circ$ to $108^\circ$; aug-cc-pVTZ gives $|\boldsymbol\mu|=1.07\,ea_0$ and $|g|=1.2\times10^{-4}$; and with a second set of diffuse functions added to aug-cc-pVDZ the strongest state lies at 10.81 eV with $|\boldsymbol\mu|=0.60\,ea_0$ and $|g|=5.7\times10^{-3}$. The state illustrates how perpendicular moments quench $g$, but its smallness is not an established property of the molecule. For an allowed band it is this component, not $|\mathbf m|$ alone, that enters $g$.

Among these 40 states, the half with larger $|\boldsymbol\mu|$ has median $|g|=8\times10^{-3}$, and the other half $2.3\times10^{-2}$. The sample reaches 17.7 eV, above the 13.3 eV ionization threshold estimated from the highest occupied orbital, so its upper part represents a discretized continuum and serves for statistics only. The medians depend on the basis: they are $7\times10^{-3}$ and $2.6\times10^{-2}$ in aug-cc-pVTZ, and $5\times10^{-3}$ and $3.7\times10^{-2}$ with a second set of diffuse functions added to aug-cc-pVDZ. Only the trend and the orders of magnitude are stable.

The rise of $|g|$ towards weaker lines is as expected. The values lie nearer $10^{-2}$ than $10^{-3}$. This fits the small electric moments: even the stronger half has a median $|\boldsymbol\mu|$ of only $0.28\,ea_0$, far below the $2\,ea_0$ of the strong band estimated earlier. With that band's $|\mathbf m|=0.5\,\mu_B$ and $\cos\theta=0.5$, a moment of $0.28\,ea_0$ would give $g\approx1.46\times10^{-2}\times0.5\times0.5/0.28=1.3\times10^{-2}$, of the same order as the computed median. The weaker half, with median $0.14\,ea_0$, is still about ten times above the $0.0136\,ea_0$ needed for $|g|\ge1$ with one Bohr magneton (about five times with the second diffuse set, where the median is $0.064\,ea_0$). A few lines lie well above the median: two of the 40 have $|g|>0.1$, the largest 0.21 at $|\boldsymbol\mu|=0.049\,ea_0$. In this molecule, ordinary weakness of a line typically raises $g$ only to a few per cent; a value near unity requires the electric moment to be almost extinguished while the magnetic one survives. The numerical output below lists the six lowest states, the strongest state and the medians of the sample.

## Values computed for the example and the checks

```
Fine-structure constant alpha      = 7.297353e-03
Bohr magneton                      = 3.64868e-03 e*a0
1 e*a0                             = 2.5417 debye
Largest g found by maximization    = 2.000000
g >= 1 window, lower |m|/|mu|      = 0.2679
g >= 1 window, upper |m|/|mu|      = 3.7321
|m|=|mu|, parallel: true g         = 2.0000
|m|/|mu| =  0.01: true g = 0.0400, electric-only 4R/|mu|^2 = 0.0400
|m|/|mu| =  0.10: true g = 0.3960, electric-only 4R/|mu|^2 = 0.4000
|m|/|mu| = 10.00: true g = 0.3960, electric-only 4R/|mu|^2 = 40.0000
Ceiling scale 2*alpha              = 1.4595e-02
Band: |mu|=2.0 e*a0, |m|=0.5 mu_B, cos=0.5: g = 1.824e-03
|m|=1 mu_B, g>=1: largest |mu|     = 0.01362 e*a0 = 0.0346 debye
|m|=1 mu_B, g>=1: smallest |mu|    = 0.000978 e*a0
Electric f at largest |mu|, 4.0 eV = 1.82e-05
Pair: d = 0.4 nm, wavelength = 400 nm, monomer |mu| = 2.0 e*a0
Pair: k*d                          = 6.28319e-03
Pair, 90 deg: g out-of-phase       = +6.2832e-03
Pair, 90 deg: g in-phase           = -6.2832e-03
Pair, largest g (out-of-phase)     = 1.5811
Pair, twist at largest g           = 0.2277 deg
Pair, |mu| at largest g            = 0.00562 e*a0
Pair, |m| at largest g             = 0.00444 e*a0 = 1.218 mu_B
Pair, in-phase g at that twist     = -1.248e-05
H2O2: OO 1.45, OH 0.97 angstrom, OOH 100, dihedral 112 deg
H2O2 polarizability along O-O: field 19.1171, states 19.1164 a0^3
H2O2 length/velocity strength ratio = 0.9990
H2O2 ionization threshold (Koopmans) = 13.28 eV
H2O2 states: E/eV, |mu|/(e*a0), |m|/mu_B, cos, g
  state  1:   6.59  0.1182  0.2148  +1.000  +2.652e-02
  state  2:   7.81  0.3231  0.3216  -0.358  -5.207e-03
  state  3:   8.70  0.1641  0.6203  +0.714  +3.938e-02
  state  4:   9.33  0.2388  0.4800  -1.000  -2.933e-02
  state  5:  10.17  0.2162  0.5796  +1.000  +3.913e-02
  state  6:  10.91  0.4168  0.3325  -0.898  -1.046e-02
  state  7:  11.27  1.1263  0.4692  -0.008  -4.788e-05
H2O2 sample: 40 lowest states, up to 17.69 eV
H2O2 median |mu|, strong half = 0.2781 e*a0; weak half = 0.1401 e*a0
H2O2 median |g|, strong half       = 8.289e-03
H2O2 median |g|, weak half         = 2.252e-02
```
